# How hindered rotation lowers the classical solubility of nitrogen in glass: verification in Python

```python
# Result under test: when a dissolved N2 molecule changes from a free rotor to
# a harmonic librator about one axis, with the same potential minimum, its
# classical solubility is multiplied by R = 2*B*kT/w**2.
# B: rotational constant, w: libration wavenumber, kT: thermal energy (cm^-1).
# K: angular stiffness, V0 = K/2: barrier of the potential V0*sin(theta)**2.
# The two ends of N2 are exchanged by a half turn (symmetry number 2).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import dawsn, gammaln
from pyscf import gto, dft

temperature = 1000.0          # K
libration = 100.0             # cm^-1
bond = 1.10                   # angstrom, round input
atom_mass = 14.003            # u, nitrogen-14
site_density = 2.0e21         # cm^-3, rough model value
cage_wavenumber = 100.0       # cm^-1, three cage translations
pressure_torr = 760.0

wavenumber_joule = sc.h * sc.c * 100.0
kT = sc.k * temperature / wavenumber_joule


def rotational_constant(length):
    inertia = 0.5 * atom_mass * sc.atomic_mass * (length * 1e-10) ** 2
    return sc.h / (8 * np.pi ** 2 * sc.c * inertia) / 100.0


def harmonic_ratio(B, w, thermal):
    return 2 * B * thermal / w ** 2


def hindered_ratio(a):
    return dawsn(np.sqrt(a)) / np.sqrt(a)


def orientation_average(a):
    return quad(lambda x: np.exp(-a * (1 - x * x)), 0, 1, epsabs=1e-13)[0]


B = rotational_constant(bond)
stiffness = libration ** 2 / (2 * B)
barrier = stiffness / 2
a = barrier / kT
q_free = kT / (2 * B)
q_lib = (kT / libration) ** 2
R = harmonic_ratio(B, libration, kT)

# Free rotor: level sum, nuclear-spin weights 6 (even J) and 3 (odd J) of 9.
J = np.arange(0, 200)
spin_weight = np.where(J % 2 == 0, 6 / 9, 3 / 9)
q_free_sum = np.sum(spin_weight * (2 * J + 1) * np.exp(-B * J * (J + 1) / kT))
assert abs(q_free_sum / q_free - 1) < 0.002   # quantum correction is 2B/(6kT)

# Two librations: level sum with energies counted from the well bottom.
levels = np.arange(0, 1000)
q_lib_sum = np.sum(np.exp(-libration * (levels + 0.5) / kT)) ** 2
assert abs(q_lib_sum / q_lib - 1) < 0.003     # quantum correction is -x^2/12
R_levels = q_lib_sum / q_free_sum
assert abs(R_levels / R - 1) < 0.004


# Solubility follows the site partition function: canonical sum over all
# divisions of a fixed number of molecules between many sites and the gas.
def dissolved_per_gas(site_over_gas, sites=2.0e6, molecules=5000):
    n = np.arange(molecules + 1)
    logw = (-gammaln(n + 1) - gammaln(sites - n + 1) + gammaln(sites + 1)
            - gammaln(molecules - n + 1) + n * np.log(site_over_gas))
    weight = np.exp(logw - logw.max())
    mean = np.sum(n * weight) / np.sum(weight)
    return mean / (molecules - mean)


free_weight = 0.5 / 2.0e6
R_canonical = (dissolved_per_gas(free_weight * R_levels)
               / dissolved_per_gas(free_weight))
assert abs(R_canonical / R_levels - 1) < 0.002  # site exclusion, below 0.1 %


# Hindered rotor B*L^2 + V0*sin^2(theta), diagonalized in spherical harmonics.
def rotor_levels(m, parity, V0, lmax=120):
    l = np.arange(m, lmax + 1)
    l = l[l % 2 == parity].astype(float)

    def up(j):
        return np.sqrt((j * j - m * m) / (4 * j * j - 1))
    cos2 = up(l + 1) ** 2 + np.where(l > m, (l * l - m * m), 0) / (4 * l * l - 1)
    coupling = up(l[:-1] + 1) * up(l[:-1] + 2)
    return eigh_tridiagonal(B * l * (l + 1) + V0 * (1 - cos2),
                            -V0 * coupling, eigvals_only=True)


def rotor_sum(V0):
    total = 0.0
    for m in range(0, 117):
        for parity, weight in ((0, 6 / 9), (1, 3 / 9)):
            E = rotor_levels(m, parity, V0)
            total += (1 if m == 0 else 2) * weight * np.sum(np.exp(-E / kT))
    return total


ground_even = rotor_levels(0, 0, barrier)[0]
ground_odd = rotor_levels(0, 1, barrier)[0]
fundamental = rotor_levels(1, 1, barrier)[0] - ground_even
assert abs(ground_even - ground_odd) < 1e-6     # two equivalent wells
assert abs(fundamental - libration) < 2 * B     # anharmonic shift of order B
R_sin = hindered_ratio(a)
R_quantum = rotor_sum(barrier) / rotor_sum(0.0)
assert abs(orientation_average(a) / R_sin - 1) < 1e-9
assert abs(R_quantum / R_sin - 1) < 0.005       # small quantum correction

# Harmonic limit of the orientation average for a stiff well.
stiff = 50.0
assert abs(orientation_average(stiff) * 2 * stiff / (1 + 1 / (2 * stiff)) - 1) < 5e-4

# Same mean orientational energy instead of the same minimum.
mean_V = quad(lambda x: barrier * (1 - x * x), 0, 1)[0]
R_mean = quad(lambda x: np.exp(-(barrier * (1 - x * x) - mean_V) / kT), 0, 1)[0]
assert abs(R_mean / (R_sin * np.exp(2 * a / 3)) - 1) < 1e-9
assert R_mean > 1


# Bond length from a parabola through three PBE0/def2-TZVP energies.
def pbe0_energy(length):
    mol = gto.M(atom=f"N 0 0 0; N 0 0 {length}", basis="def2-tzvp", verbose=0)
    mf = dft.RKS(mol)
    mf.xc = "pbe0"
    mf.chkfile = None
    mf.conv_tol = 1e-10
    energy = mf.kernel()
    assert mf.converged
    return energy


offsets = np.array([-0.02, 0.0, 0.02])
fit = np.polyfit(offsets, [pbe0_energy(1.09 + d) for d in offsets], 2)
bond_pbe0 = 1.09 - fit[1] / (2 * fit[0])
assert fit[0] > 0 and abs(bond_pbe0 - bond) < 0.02
R_pbe0 = harmonic_ratio(rotational_constant(bond_pbe0), libration, kT)

# Absolute solubility of the model glass, zero binding energy.
mass = 2 * atom_mass * sc.atomic_mass
wavelength = sc.h / np.sqrt(2 * np.pi * mass * sc.k * temperature)
box = 1e-7
n_box = np.arange(1, 60001)
box_sum = np.sum(np.exp(-sc.h ** 2 * n_box ** 2
                        / (8 * mass * box ** 2 * sc.k * temperature)))
assert abs(box_sum * wavelength / box - 1) < 2e-4
gas_density = pressure_torr * sc.torr / (sc.k * temperature) * 1e-6
free_volume = (wavelength * 100) ** 3 * (kT / cage_wavenumber) ** 3
q_cage_sum = np.sum(np.exp(-cage_wavenumber * (levels + 0.5) / kT)) ** 3
assert abs(q_cage_sum / (kT / cage_wavenumber) ** 3 - 1) < 0.004
n_free = site_density * gas_density * free_volume
filling = n_free / site_density
assert filling < 1e-3

to_eV = wavenumber_joule / sc.e
print(f"temperature                          {temperature:.0f} K")
print(f"thermal energy kT                    {kT:.2f} cm^-1")
print(f"libration wavenumber                 {libration:.0f} cm^-1")
print(f"bond length, round input             {bond:.2f} angstrom")
print(f"nitrogen-14 mass                     {atom_mass:.3f} u")
print(f"rotational constant B                {B:.4f} cm^-1")
print(f"free-rotor partition function        {q_free:.2f} (no unit)")
print(f"same, level sum                      {q_free_sum:.2f} (no unit)")
print(f"one libration, kT/w                  {kT / libration:.4f} (no unit)")
print(f"two librations, classical            {q_lib:.3f} (no unit)")
print(f"same, level sum                      {q_lib_sum:.3f} (no unit)")
print(f"HARMONIC SOLUBILITY RATIO R          {R:.4f} (no unit)")
print(f"R from level sums                    {R_levels:.4f} (no unit)")
print(f"R from canonical site-gas sum        {R_canonical:.4f} (no unit)")
print(f"wrong R, symmetry number omitted     {q_lib / (kT / B):.4f} (no unit)")
print(f"PBE0/def2-TZVP bond length           {bond_pbe0:.4f} angstrom")
print(f"R with PBE0 bond length              {R_pbe0:.4f} (no unit)")
print(f"angular stiffness K                  {stiffness:.1f} cm^-1/rad^2")
print(f"rms angle per direction, harmonic    {np.degrees(np.sqrt(kT / stiffness)):.1f} degrees")
print(f"barrier V0 of sin^2 potential        {barrier * to_eV:.4f} eV")
print(f"barrier over kT, a                   {a:.4f} (no unit)")
print(f"lowest excitation, hindered rotor    {fundamental:.2f} cm^-1")
print(f"hindered-rotor ratio, classical      {R_sin:.4f} (no unit)")
print(f"hindered-rotor ratio, quantum        {R_quantum:.4f} (no unit)")
print(f"hindered over harmonic ratio         {R_sin / R:.3f} (no unit)")
print(f"ratio at fixed mean energy           {R_mean:.3f} (no unit)")
for w in (80.0, 120.0):
    a_w = w ** 2 / (4 * B * kT)
    print(f"w = {w:.0f} cm^-1: harmonic, hindered R  "
          f"{harmonic_ratio(B, w, kT):.4f}, {hindered_ratio(a_w):.4f} (no unit)")
for T in (800.0, 1200.0):
    thermal = kT * T / temperature
    print(f"T = {T:.0f} K: harmonic, hindered R  "
          f"{harmonic_ratio(B, libration, thermal):.4f}, "
          f"{hindered_ratio(barrier / thermal):.4f} (no unit)")
print(f"temperature where harmonic R = 1     {temperature / R:.0f} K")
print(f"gas pressure                         {pressure_torr:.0f} Torr")
print(f"gas density                          {gas_density:.3e} cm^-3")
print(f"site density, model input            {site_density:.1e} cm^-3")
print(f"cage wavenumber, model input         {cage_wavenumber:.0f} cm^-1")
print(f"thermal wavelength                   {wavelength * 1e9:.5f} nm")
print(f"effective free volume per site       {free_volume * 1e21:.3e} nm^3")
print(f"solubility, free rotor               {n_free:.3e} cm^-3")
print(f"solubility, harmonic librator        {n_free * R:.3e} cm^-3")
print(f"solubility, hindered rotor           {n_free * R_sin:.3e} cm^-3")
print(f"fraction of sites filled, free rotor {filling:.2e} (no unit)")

assert round(R, 2) == 0.28
print("all tests passed")
```

Running it gives:

```
temperature                          1000 K
thermal energy kT                    695.03 cm^-1
libration wavenumber                 100 cm^-1
bond length, round input             1.10 angstrom
nitrogen-14 mass                     14.003 u
rotational constant B                1.9898 cm^-1
free-rotor partition function        174.65 (no unit)
same, level sum                      174.81 (no unit)
one libration, kT/w                  6.9503 (no unit)
two librations, classical            48.307 (no unit)
same, level sum                      48.224 (no unit)
HARMONIC SOLUBILITY RATIO R          0.2766 (no unit)
R from level sums                    0.2759 (no unit)
R from canonical site-gas sum        0.2760 (no unit)
wrong R, symmetry number omitted     0.1383 (no unit)
PBE0/def2-TZVP bond length           1.0900 angstrom
R with PBE0 bond length              0.2817 (no unit)
angular stiffness K                  2512.8 cm^-1/rad^2
rms angle per direction, harmonic    30.1 degrees
barrier V0 of sin^2 potential        0.1558 eV
barrier over kT, a                   1.8076 (no unit)
lowest excitation, hindered rotor    97.95 cm^-1
hindered-rotor ratio, classical      0.3508 (no unit)
hindered-rotor ratio, quantum        0.3507 (no unit)
hindered over harmonic ratio         1.268 (no unit)
ratio at fixed mean energy           1.171 (no unit)
w = 80 cm^-1: harmonic, hindered R  0.4322, 0.4926 (no unit)
w = 120 cm^-1: harmonic, hindered R  0.1921, 0.2456 (no unit)
T = 800 K: harmonic, hindered R  0.2213, 0.2843 (no unit)
T = 1200 K: harmonic, hindered R  0.3319, 0.4083 (no unit)
temperature where harmonic R = 1     3615 K
gas pressure                         760 Torr
gas density                          7.339e+18 cm^-3
site density, model input            2.0e+21 cm^-3
cage wavenumber, model input         100 cm^-1
thermal wavelength                   0.01043 nm
effective free volume per site       3.812e-04 nm^3
solubility, free rotor               5.595e+15 cm^-3
solubility, harmonic librator        1.548e+15 cm^-3
solubility, hindered rotor           1.963e+15 cm^-3
fraction of sites filled, free rotor 2.80e-06 (no unit)
all tests passed
```
